Why a Fermi level in the band does not prove shallow donors

**The decision at stake**

A supercell calculation of rhenium-doped monolayer MoS2 may be asked to settle one question for a device model: may each Re atom be entered as a donor that is ionized at room temperature, at any doping level? Suppose one Re replaces one Mo in a 5x5 cell, and the computed Fermi level lies inside the conduction band. It is tempting to answer yes and stop. The band structure does not support that answer. It describes a dense array in which neighbouring donors share their electrons, whereas the device model needs the energy that frees an electron from one donor far from all others.

Here "shallow isolated-donor behaviour" means that this ionization energy E_b is at most a few kT, so that dilute donors are mostly ionized at 300 K, where kT = 25.9 meV. The argument below is a counterexample within a stated model: donors with E_b of hundreds of meV produce a 5x5 crystal whose Fermi level lies about 0.1 eV above its band bottom. This shows that the inference fails. It does not show that real Re is deep.

**The model**

With lattice constant a = 0.316 nm, an N x N cell has area A = N²√3a²/2. For N = 5 this is 2.162 nm², and one extra electron per cell gives

n = 1/A = 4.6×10¹³ cm⁻².

The donors are 1.58 nm apart. The conduction band is one parabola with mass m = 0.5 electron masses and g = 4 equivalent flavours (two spins, two valleys); the small spin splitting is neglected. Energies are measured from the pristine band edge unless stated otherwise.

With e² = 1.44 eV nm, two electrons in the layer repel each other in Fourier space by

u(q) = 2πe²/[q(κ + r0 q)].

Here κ is the mean permittivity of the two surrounding half-spaces, and r0 = 4 nm describes the polarizability of the layer. The value κ = 1 is a free-standing sheet, as in a supercell with vacuum; κ = 4.5 roughly represents thick hBN on both sides. A donor attracts an electron with −u(q). Its short-range chemistry is represented by an optional central-cell term of width 0.2 nm and integrated strength w. The array is treated in the Hartree mean field, with equal flavour occupations, no atomic relaxation and no coupling between valleys.

**One donor alone**

The isolated donor obeys

[−(ħ²/2m)∇² + V(r)]ψ = −E_b ψ, with V(q) = −u(q).

For w = 0 the binding energy is 677 meV at κ = 1 and 262 meV at κ = 4.5, or about 26 kT and 10 kT. A solution in a Gaussian basis and one on a radial grid agree within 2 meV. The surroundings change the answer by more than a factor of two, so an ionization energy quoted without its dielectric environment is incomplete.

The consequence for dilute doping follows from counting. Let x be the ionized fraction of N_D donors per area. A neutral donor can hold its electron in any of g flavours; double occupation and excited bound states are left out. The ratio of neutral to ionized donors is then

(1 − x)/x = g exp[(μ + E_b)/kT].

The free electrons are nondegenerate, so their density is N_c exp(μ/kT), where N_c = gm kT/(2πħ²). Neutrality sets this density equal to xN_D, hence exp(μ/kT) = xN_D/N_c. Substitution gives

x²/(1 − x) = (N_c/gN_D) exp(−E_b/kT).

At 300 K, N_c is 1.1×10¹³ cm⁻². For N_D = 10¹¹ cm⁻² the prefactor N_c/(gN_D) is 27. At κ = 4.5 the exponential is 4.0×10⁻⁵, the right side is 1.1×10⁻³, and x = 0.032. At κ = 1, x = 1.1×10⁻⁵. Half ionization would need a right side of 0.5, so E_b = kT ln 54, or about 0.10 eV. By this measure neither model donor is shallow.

**Why the Fermi level lies in a band anyway**

The first reason is counting. The lowest miniband of the array holds one electron per cell in each flavour, four in total. The donor supplies one. If the Fermi level lay above the top of this miniband, at least four electrons per cell would be present; if it lay below the bottom, there would be none. With equal flavour occupations it must therefore lie inside the miniband, for every cell size and every donor depth. That a band crosses the Fermi level carries no information about E_b. What remains to be asked is whether the band is made of host states or of donor orbitals.

At 5x5 it is made of host states, for a reason that can be followed in numbers. A periodic potential acts through its Fourier components at the reciprocal vectors G of the supercell:

V_G = −u(G)(1 − n_G)/A,

where n_G is the Fourier component of the electron density, normalized to one electron per cell. The G = 0 term vanishes because the cell is neutral. The shortest vectors have length G = 4π/(√3 × 1.58 nm) = 4.59 nm⁻¹. For κ = 1 the bare donor gives

u(G)/A = 9.05/(2.162 × 4.59 × 19.4) eV = 47 meV,

and the electrons reduce this to |V_G| = 44 meV. The kinetic energy at that wavevector is T_G = ħ²G²/2m = 1.607 eV, almost forty times larger. The isolated donor binds through long-wavelength components, where u(q) is large. The dense array lacks these components: its periodicity leaves none between zero and 4.59 nm⁻¹, and its neutrality removes the one at G = 0.

Second-order perturbation theory gives the energy of a state of small wavevector k:

E(k) = ħ²k²/2m − Σ_G V_G²/(T_(k+G) − T_k).

The denominator is T_G(1 + 2k·G/G²). Expanding its inverse to second order in k gives

(1/T_G)[1 − 2k·G/G² + 4(k·G)²/G⁴].

The linear term cancels between G and −G. Over each hexagonal shell of vectors, (k·G)² averages to k²G²/2, so the last term becomes 2k²/G². Since k²/G² = (ħ²k²/2m)/T_G,

E(k) = −Σ V_G²/T_G + (ħ²k²/2m)[1 − 2Σ V_G²/T_G²].

The first term moves the whole band; the bracket changes its curvature. The six shortest vectors shift the bottom by −6 × 43.8²/1607 = −7.2 meV. All vectors together give −7.7 meV in second order, and the full mean-field solution gives −8.6 meV. The curvature changes by 12 × (43.8/1607)², about 0.9 %.

The filling is thus nearly that of free electrons. A circle of radius k_F in g flavours holds n = g πk_F²/(2π)² = gk_F²/4π electrons per area. With k_F² = 4πn/g,

E_F − E_bottom = ħ²k_F²/2m = 2πħ²n/(gm) = 111 meV.

The full calculation gives 109 meV for κ = 1 and 110 meV for κ = 4.5, while E_b differs by 415 meV between the two. The state at the band bottom is 99 % a single host plane wave, and so are the states at E_F. By that criterion the Fermi level is inside the conduction band, and the donor that produces this crystal is 677 meV deep when alone.

One detail of the spectrum needs care. The lowest miniband ends at 437 meV and the next starts at 445 meV, so a narrow gap of 7 to 8 meV remains. It does not mark a donor band. At the zone corner K three plane waves of energy T_G/3 are coupled by V_G, and their lowest level is T_G/3 + 2V_G = 448 meV. At the edge midpoint M two waves of energy T_G/4 are coupled, and their upper level is T_G/4 − V_G = 446 meV. To leading order these two energies nearly coincide, and they lie far above the Fermi level.

**Different donors, the same filling**

Real Re has a core that the Coulomb term does not describe. Holding κ = 1 and the 5x5 cell fixed, the central-cell strength w was varied:

w = −0.12 eV nm²: E_b = 795 meV, filling 103 meV
w = 0: E_b = 677 meV, filling 109 meV
w = +0.12 eV nm²: E_b = 608 meV, filling 111 meV

The binding energy spans 188 meV and the filling 8 meV. The perturbation formula shows why. At the shortest G the central cell contributes w exp[−(0.2 nm × G)²/4]/A, which is ±45 meV. The repulsive core cancels the Coulomb component of −44 meV almost completely, which restores free-electron filling. The attractive core nearly doubles the component and so multiplies the curvature correction by almost four, to about 3.3 %; this accounts for a little under half of the reduction from 111 to 103 meV. Of the 8.1 meV reduction this term gives 3.7 meV. The remaining second-order terms (higher powers of k and longer G) add about 1.2 meV, and higher orders of perturbation theory supply the last 3.2 meV.

The position of E_F relative to the pristine edge does respond to the core: it is 6, 101 and 166 meV for the three donors. Most of this is the cell average of the central-cell term, w/A = ±56 meV, which moves the band as a whole. It is still a poor measure of donor depth, because exchange and correlation also move the band. A static screened estimate at this density gives −437 meV at k = 0, changing by 3 meV between k = 0 and k_F. Such a shift would place E_F below the pristine edge for all three donors while leaving the filling almost unchanged. A semilocal functional has its own shift, which is not computed here. The Fermi level should therefore be referred to the band bottom of the doped crystal itself.

**What the carriers do to the bound state**

The same physics can be seen from a single donor placed in a uniform electron gas of the 5x5 density. In linear static response a potential φ changes the electron density by −Πφ. The total potential is then φ = −u − uΠφ, so φ = −u/(1 + uΠ), and the attraction has the strength

W(q) = 2πe²/[q(κ + r0 q) + 2πe²Π(q)].

For the parabolic band Π equals the density of states gm/(2πħ²) up to q = 2k_F and falls beyond it. As q → 0, u diverges but W stays finite: the carriers remove the long-range attraction. For κ = 1 the binding energy of one added electron drops from 677 to 8 meV, less than kT and far less than the filling. Linear response is a rough approximation for so strong a donor, so 8 meV is an indication of scale. The conclusion is that free carriers at 4.6×10¹³ cm⁻² can coexist with deep binding at low density.

**What larger cells show**

For κ = 1 and w = 0, the lowest miniband changes with cell size as follows:

5x5: −9 to 437 meV, 83 % of the free-electron width
10x10: −25 to 40 meV, 49 %
15x15: −35 to −20 meV, 24 %
20x20: −39 to −35 meV, 11 %

In these calculations the occupations are smoothed over an energy of 50/N meV. The band positions at 15x15 and 20x20 depend on this smoothing and on the k mesh by about 2 meV; the narrowing does not. The host band turns into a narrow donor band. By the counting argument the Fermi level still lies inside it at 20x20, so a metallic result there is built into the equal occupation of flavours. The repulsion of two electrons in the unrelaxed isolated orbital is 714 meV, against a miniband width of 4 meV. Under these conditions electrons are expected to localize one per donor, and the band metal is not credible. The unscreened repulsion also exceeds the 5x5 width of 446 meV. Carrier screening weakens it there, but this mean-field calculation does not prove that the 5x5 array is a metal.

Extrapolating the band position does not give E_b either. The isolated neutral donor has a mean-field level at −49 meV, not −677 meV, because in the Hartree approximation its one electron repels itself. Functionals that cancel this self-repulsion incompletely retain part of the error.

Convergence is also slow. Let ρ(q) be the Fourier transform of the orbital density of the neutral donor. Its potential is u(ρ − 1). Summing over the whole array and subtracting the donor's own part gives the first-order shift by all neighbours:

ΔE = (1/A) Σ_(G≠0) u(ρ − 1)ρ − ∫ d²q/(2π)² u(ρ − 1)ρ.

At 20x20 it is 12.5 meV, and the computed band centre lies 12.3 meV above the isolated level, an agreement closer than the numerical uncertainty of about 2 meV. At 40x40 both numbers are about 2 meV, where the plane-wave cutoff raises the computed band centre by about 0.3 meV. The sign follows from electrostatics in the plane. An electron spread over a mean square radius ⟨r²⟩ repels a distant electron slightly more than the central ion attracts it, which leaves +e²⟨r²⟩/(4κR³) at distances R well beyond r0/κ. This limit is approached slowly: at the 20x20 and 40x40 spacings, 6.3 and 12.6 nm, the potential of a neutral donor is positive but only about 40 % and 65 % of this value.

**How the model compares with real material**

One Re per 25 Mo sites is 4 % substitution, a heavy doping level. The mass and r0 are rough values for monolayer MoS2, and the binding energies inherit that roughness. They also strain the effective-mass picture: at κ = 1 the bound electron has an rms radius of 0.73 nm, little more than two lattice constants, and a kinetic energy of 159 meV. This is comparable with the assumed 0.2 eV offset of the Q valleys, so these could mix in if the short-range part of the donor potential couples them to the K valleys. At the 5x5 filling, by contrast, six Q valleys at that offset, with mass 0.6 and one spin state each, would hold about 1 % of the electrons at 300 K. This share is sensitive to the assumed offset: it is about 6 % at 0.15 eV and 20 % at 0.10 eV, where the filling of the K valleys falls to about 88 meV and the single-band formula for the filling no longer applies.

The ordered donor lattice is a further idealization, and its neglect of disorder is serious. For randomly placed donors of the same density, the linearly screened potential fluctuates by 161 meV rms. That figure alone says little, since the potential of the ordered array also varies by about 120 meV rms, all of it at wavevectors of 4.59 nm⁻¹ and above. What disorder adds is the components below 2k_F, about 85 meV rms, which can scatter electrons across the Fermi circle. In the Born approximation they give a transport broadening ħ/τ of about 80 meV, comparable with the filling of 111 meV, and a mean free path l with k_F l of about 3. Strong band tails and localization are then possible, and the ordered 5x5 band structure should not be used to predict mobility. Compensation by acceptors and changes of bonding around Re are also absent. The numerical output lists the main values used here.

**What to do**

From the 5x5 calculation, report E_F relative to the doped crystal's own band bottom, and the host character of the states at E_F. If the filling agrees with 2πħ²n/(gm), the statement earned is that the ordered crystal at this density behaves as a nearly rigidly filled band. The result may serve for that density, subject to the disorder just described. It should not be carried to 10¹¹ cm⁻².

For the isolated donor, compute the ionization energy from total energies:

E_b = E(donor, +) + ε_c − E(donor, 0).

Here ε_c is the energy of an electron added at the pristine band edge, on the same electrostatic reference. Both charge states need relaxed geometries for a thermal ionization energy. The charged cell needs a correction suited to a two-dimensional layer, and the result must be extrapolated in cell size and computed for the dielectric surroundings of the device. The functional should be checked for self-repulsion. In the Hartree limit at κ = 1 that error moved the level by about 0.6 eV; in the total-energy difference it is about half as large, 0.33 eV, which is still many times kT.

In an experiment, the useful evidence is carrier density against temperature at low doping. For weak ionization without compensation, x² ≈ (N_c/gN_D) exp(−E_b/kT), so the density follows exp(−E_b/2kT) apart from the slowly varying N_c. With N_A acceptors per area, the ionized donors number n + N_A, and the same balance reads

n(n + N_A)/(N_D − N_A − n) = (N_c/g) exp(−E_b/kT).

When n is much smaller than both N_A and N_D − N_A, the density follows exp(−E_b/kT) instead. The compensation must therefore be known, and other donors and uncounted traps must be few compared with the free electrons, over the whole temperature range used, before a slope is turned into a donor depth. Being few compared with Re is not enough. At κ = 1 and N_D = 10¹¹ cm⁻², only about one Re in 10⁵ is ionized at 300 K, so shallow donors numbering 1 % of Re would supply nearly all the carriers. A density that stays constant on cooling at 4.6×10¹³ cm⁻² would show that the dense system is degenerate; it would leave E_b of the isolated donor undetermined.

Values computed for the example and the checks

```
lattice constant 0.316 nm, mass 0.5 m_e, r0 4.0 nm, g 4
donor spacing 5x5: 1.58 nm, cell area 2.162 nm^2
electron density: 4.625e+13 cm^-2
kT at 300 K: 25.9 meV; Fermi wavevector 1.205 nm^-1
free-electron filling E_F - E_bottom: 110.7 meV
same from k mesh, donors off: 110.7 meV
central-cell width 0.2 nm; strengths in eV nm^2 below
5x5 array and isolated donor, energies in meV:
 kappa 1.0, central +0.00: E_b 677, filling 109.1, E_F 100.5, host weight 0.994
 kappa 4.5, central +0.00: E_b 262, filling 109.5, E_F 103.2, host weight 0.996
 kappa 1.0, central -0.12: E_b 795, filling 102.5, E_F 6.4, host weight 0.972
 kappa 1.0, central +0.12: E_b 608, filling 110.6, E_F 165.7, host weight 1.000
spread of E_b, three central cells: 188 meV
spread of filling, same donors: 8.1 meV
first V_G at 5x5, kappa 1: -43.8 meV
kinetic energy at that G: 1.607 eV
band-bottom shift, full: -8.57 meV
band-bottom shift, 2nd order: -7.69 meV
E_b with 5x5 carrier screening: 7.6 meV
dilution, kappa 1, no central term, energies in meV:
 5x5: bottom -8.6, top 437.1, next band 444.5, width/free 0.832
 10x10: bottom -25.4, top 40.1, next band 130.8, width/free 0.489
 15x15: bottom -34.7, top -20.1, next band 63.8, width/free 0.245
 20x20: bottom -38.8, top -35.0, next band 37.6, width/free 0.113
isolated neutral Hartree level: -48.6 meV
20x20 miniband mean: -36.3 meV, above isolated level by 12.3 meV, first-order neighbour shift 12.5 meV
40x40 miniband mean: -46.2 meV, above isolated level by 2.4 meV, first-order neighbour shift 2.1 meV
on-site repulsion, frozen orbital: 714 meV
ionized fraction, 1e11 cm^-2, 300 K, kappa 1.0: 1.06e-05
ionized fraction, 1e11 cm^-2, 300 K, kappa 4.5: 3.22e-02
bound state kappa 1.0: rms radius 0.73 nm, kinetic energy 159 meV
bound state kappa 4.5: rms radius 0.90 nm, kinetic energy 110 meV
neglected effects at 5x5 density, kappa 1:
 static exchange-correlation shift, k=0: -437 meV
 its change from k=0 to k_F: 3.4 meV
 rms potential, random donors: 161 meV
 Q valleys: offset 0.2 eV, mass 0.6, count 6
 electrons in Q valleys at 300 K: 1.31 percent
```
